# Why B88 Exchange Repels and PBE Exchange Attracts Between Exponential Tails

**Question.** Two closed-shell systems approach until their outer densities just overlap. Why does B88 exchange then push them apart at long range, while PBE exchange pulls them together more strongly than exact exchange does? Both functionals are built from the same two ingredients, the density and its gradient.

**Answer.**

## What the overlap does to a semilocal functional

Atomic units are used, and the density is spin-unpolarized. A generalized gradient approximation (GGA) for exchange has the form

$$E_x[n]=-A\int n^{4/3}F(s)\,d^3r,\qquad s=\frac{|\nabla n|}{K n^{4/3}},$$

with $A=\tfrac34(3/\pi)^{1/3}$ and $K=2(3\pi^2)^{1/3}$. The enhancement factor $F$ equals 1 for the local density approximation (LDA). The two densities are frozen and added, so the quantity of interest is

$$\Delta E_x=E_x[n_A+n_B]-E_x[n_A]-E_x[n_B].$$

Negative $\Delta E_x$ means attraction by exchange. It does not by itself mean that the total energy has a minimum.

Far from its centre each density is modelled as $n=Ne^{-\alpha r}$. Then $|\nabla n|=\alpha n$ and $s=\alpha/(Kn^{1/3})$, which grows without limit as the density falls. Weakly overlapping tails therefore probe $F$ at large $s$.

Let each tail have density $m$ at the midpoint, and let $s_0=\alpha/(Km^{1/3})$ be its reduced gradient there. When the tails are added, the density becomes $2m$, but the opposite gradients cancel and $s$ drops from $s_0$ to zero. The exchange energy density at the midpoint changes by

$$-A m^{4/3}\left[2^{4/3}F(0)-2F(s_0)\right].$$

Since $F(0)=1$, this is positive, hence repulsive, once $F(s_0)>2^{1/3}\approx1.26$. At $s_0=3$ PBE has $F=1.57$ and B88 has $F=1.76$, so both lose binding at the midpoint, where the energy rises. The difference in sign must come from the balance between this loss and what happens on either side.

## The large-$s$ power decides the balance

Suppose that $F=f s^p$ at large $s$, with $f>0$ and $0\le p\le1$. Inserting $s$ gives

$$n^{4/3}F=fK^{-p}\,n^{4(1-p)/3}|\nabla n|^p .$$

If the density is multiplied by a constant, this expression scales with the power

$$q=\frac{4(1-p)}3+p=\frac{4-p}{3},$$

so the exponent of $n$ can be written as $q-p$.

The two ends of the range can be settled point by point. For $p=0$, set $\lambda=n_A/(n_A+n_B)$. Because $0\le\lambda\le1$, one has $\lambda^{4/3}\le\lambda$ and $(1-\lambda)^{4/3}\le1-\lambda$. Adding these gives $n_A^{4/3}+n_B^{4/3}\le(n_A+n_B)^{4/3}$, which is attraction at every point. For $p=1$ the energy density is proportional to $-|\nabla n|$. The triangle inequality $|\nabla n_A+\nabla n_B|\le|\nabla n_A|+|\nabla n_B|$ then gives repulsion at every point, or no change.

PBE and B88 lie near these two ends. For PBE,

$$F=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}\;\longrightarrow\;1+\kappa=1.804,$$

so $p=0$. For B88, with $x=2^{1/3}Ks$,

$$F=1+\frac{\beta x^2}{2^{1/3}A\,(1+6\beta x\,\mathrm{arcsinh}\,x)}\;\longrightarrow\;\frac{Ks}{6A\ln(2x)} .$$

The last form uses $\mathrm{arcsinh}\,x\to\ln(2x)$ and drops the two terms equal to 1. Since $Ksn^{4/3}=|\nabla n|$, the B88 energy density becomes $-|\nabla n|/[6\ln(2x)]$. This is the case $p=1$ with a slowly varying logarithm.

## The overlap integral for planar tails

To find where the sign changes, take one dimension along the axis, with $u=\alpha z$ measured from the midpoint toward $A$:

$$n_A=me^{u},\quad n_B=me^{-u},\quad n=2m\cosh u,\quad |\nabla n|=2m\alpha|\sinh u|.$$

Using $dz=du/\alpha$ and $m^q(\alpha/K)^p=m^{4/3}s_0^p$, the interaction per unit area is

$$\frac{\Delta E_x}{\text{area}}=-\frac{Af m^{4/3}s_0^p}{\alpha}J(p),$$

$$J(p)=\int_{-\infty}^{\infty}\!du\left[(2\cosh u)^{q-p}|2\sinh u|^p-e^{qu}-e^{-qu}\right].$$

Positive $J$ means attraction. On the flank toward $A$, put $w=e^{-2u}\ll1$. The first term is $e^{qu}(1+w)^{q-p}(1-w)^p\approx e^{qu}[1+(q-2p)w]$. After $e^{qu}$ is subtracted, the excess $(q-2p)e^{(q-2)u}$ decays more slowly than the remaining term $-e^{-qu}$ when $q>1$, that is $p<1$. The far flank then lowers the energy if $q>2p$, which means $p<4/7$. At the midpoint the first term vanishes for any $p>0$, and there binding is lost. The integral weighs one against the other.

The integrand is even, so $J=2\int_0^\infty$. Since $q>0$, the last term contributes $\int_0^\infty e^{-qu}du=1/q$. The remainder is

$$H(q)=\int_0^\infty\left[2^q\cosh^{q-p}u\,\sinh^pu-e^{qu}\right]du .$$

Treat $q$ for the moment as a variable independent of $p$. The bracket behaves as $e^{(q-2)u}$ at large $u$, or falls faster, so $H$ is analytic for $\mathrm{Re}\,q<2$. For $q<0$ its two terms can be integrated separately. The second gives $-\int_0^\infty e^{qu}du=1/q$. In the first, let $v=\tanh^2u$, so that

$$\sinh^2u=\frac{v}{1-v},\quad \cosh^2u=\frac1{1-v},\quad du=\frac{dv}{2\sqrt v(1-v)} .$$

The powers combine to

$$\int_0^\infty\!\cosh^{q-p}u\,\sinh^pu\,du=\frac12\int_0^1\!v^{(p-1)/2}(1-v)^{-q/2-1}dv=\frac12\,\frac{\Gamma(\frac{p+1}2)\Gamma(-\frac q2)}{\Gamma(\frac{p+1-q}2)} .$$

Call the ratio of gamma functions $B$. Then $H=2^{q-1}B+1/q$ for $q<0$. Near $q=0$, $\Gamma(-q/2)\approx-2/q$, so the pole of the first term cancels $1/q$. The formula therefore continues to $0<q<2$, where $J=2(H-1/q)=2^qB$. Restoring $q=(4-p)/3$ gives $(p+1-q)/2=(4p-1)/6$, and

$$\boxed{J(p)=2^q\,\frac{\Gamma\!\left(\frac{p+1}{2}\right)\Gamma\!\left(-\frac q2\right)}{\Gamma\!\left(\frac{4p-1}{6}\right)}}$$

For $0\le p\le1$, $-q/2$ lies between $-2/3$ and $-1/2$, where the gamma function is negative. The denominator is negative for $p<1/4$ and positive for $p>1/4$. Hence $J>0$ below $p=1/4$ and $J<0$ above it. At $p=1/4$ the denominator is infinite and $J=0$.

The zero can be checked directly. At $p=1/4$ one has $q=5/4$ and $q-p=1$, so for $u>0$ the integrand is the derivative of

$$\tfrac45\left[(2\sinh u)^{5/4}-e^{5u/4}+e^{-5u/4}\right].$$

This vanishes at $u=0$ and as $u\to\infty$. The end values are $J(0)=2.650$ and $J(1)=-4$. The latter also follows from $2\int_0^\infty(2\sinh u-2\cosh u)du=-4\int_0^\infty e^{-u}du$.

## From planes to two centres

For centres a distance $R$ apart, use $\xi=(r_A+r_B)/R$ and $\eta=(r_B-r_A)/R$. With $a=\alpha R/2$, $t=a(\xi-1)$ and $u=a\eta$,

$$n_A=me^{-t+u},\qquad n_B=me^{-t-u},\qquad m=Ne^{-\alpha R/2}.$$

After integration over the azimuth, the volume element is

$$2\pi\left(\frac R2\right)^3(\xi^2-\eta^2)\,d\xi\,d\eta
=\frac{\pi R}{\alpha^2}(\xi^2-\eta^2)\,dt\,du .$$

The angle between the two gradients follows from the law of cosines:

$$\cos\theta=\frac{r_A^2+r_B^2-R^2}{2r_Ar_B}=\frac{\xi^2+\eta^2-2}{\xi^2-\eta^2}.$$

For $a\to\infty$ at fixed $t$ and $u$, $\xi^2-\eta^2\to1$ and $\cos\theta\to-1$. The planar integrand returns, multiplied by $e^{-qt}$, and $\int_0^\infty e^{-qt}dt=1/q$. To leading order at large $R$,

$$\Delta E_x\simeq-\frac{\pi R}{q\alpha^2}\,A f m^{4/3}s_0^p\,J(p)\;\propto\;-J(p)\,R\,e^{-q\alpha R/2}.$$

The sign rule thus survives in three dimensions, but its corrections can be large. On the midplane $|\nabla n|^2=2\alpha^2m^2e^{-2t}(1+\cos\theta)$, and $1+\cos\theta\approx4t/a$. The gradients do not cancel fully off the axis, which weakens the repulsion. At $\alpha R=20$ the three-dimensional integral for $p=0.4$ is only 0.50 of its planar limit, while for $p=0$ and $p=1$ it is 1.10 and 0.91. At $p=1/4$ the leading term is absent and the corrections, which are attractive at $\alpha R=20$, set the sign. Slightly above $1/4$ they can still outweigh the small leading term at finite $R$: for $p=0.3$ the three-dimensional integral at $\alpha R=20$ is attractive although $J<0$.

## The actual functionals

At finite $s_0$ the whole curve $F(s)$ enters. The factor $f s_0^pJ$ in the planar energy is replaced by

$$I(s_0)=\int_{-\infty}^{\infty}\!du\left[(2\cosh u)^{4/3}F(s)-e^{4u/3}F(s_A)-e^{-4u/3}F(s_B)\right],$$

where $s=s_0|\tanh u|(2\cosh u)^{-1/3}$, $s_A=s_0e^{-u/3}$ and $s_B=s_0e^{u/3}$. The computed values are:

| $s_0$ | $I$, PBE | $I$, B88 |
|---:|---:|---:|
| 1 | 1.71 | 1.68 |
| 2 | 0.56 | 0.27 |
| 3 | 0.16 | −1.00 |
| 4 | 0.28 | −2.12 |
| 10 | 2.27 | −7.41 |

The functionals nearly agree at $s_0=1$ and separate as $s_0$ grows. For planar tails PBE is almost neutral near $s_0=3$, so its attraction there is a near cancellation; the two-centre model below remains clearly attractive at such $s_0$.

The large-$s_0$ limits follow from the previous results. For PBE, the constant $1+\kappa$ contributes $(1+\kappa)J(0)=1.804\times2.650=4.78$. The leading correction comes from the narrow region near $u=0$ where $s$ is small and $F$ has not saturated. There $2\cosh u\approx2$ and $s\approx2^{-1/3}s_0|u|$, so the loss is

$$\int_{-\infty}^{\infty}\frac{2^{4/3}\kappa\,du}{1+(\mu/\kappa)2^{-2/3}s_0^2u^2}
=\frac{2^{5/3}\pi\kappa^{3/2}}{\mu^{1/2}s_0}.$$

It vanishes as $1/s_0$, and the attraction of the saturated functional remains.

For B88, hold the logarithm at its midpoint value $L=\ln(2x_0)$, where $x_0=2^{1/3}Ks_0$. The energy per area is then $-mJ(1)/(6L)=2m/(3L)$. Equating this to $-Am^{4/3}I/\alpha$ and using $\alpha/m^{1/3}=Ks_0$ gives

$$I\simeq-\frac{2Ks_0}{3A\ln(2x_0)} .$$

The repulsion keeps growing relative to $m^{4/3}$. The approach is slow because the logarithm varies across the overlap region: at $s_0=10^6$ the computed integral is still 5% smaller in magnitude than this law.

PW86 provides an intermediate case. Its $F$ grows as $s^{2/5}$, and $2/5>1/4$, so it should end up repulsive. Its $I$ passes from 0.13 at $s_0=3$ to −0.08 at $s_0=4$ and −0.97 at $s_0=10$. Growth slower than that of B88 is thus enough to change the sign for planar tails; in the two-centre model below the change comes later, between 9 and 10 bohr for the plain sum of densities and between 10 and 12 bohr once the orbitals are orthogonalized, and the repulsion is weak.

## Why the B88 repulsion is too strong

A reference is needed to call a repulsion excessive. Take two real, doubly occupied frozen orbitals $\phi_a,\phi_b$ with overlap $S$, and orthogonalize them into one determinant. Its density matrix is

$$\rho(r,r')=\frac{2\left[\phi_a\phi_a'+\phi_b\phi_b'-S(\phi_a\phi_b'+\phi_b\phi_a')\right]}{1-S^2},$$

where a prime marks the argument $r'$. Exact exchange is $-\tfrac14\iint|\rho(r,r')|^2/|r-r'|$. Its change on approach has three kinds of contribution: the normalization, of order $S^2$; terms with $S$ times an integral over the overlap density $\phi_a\phi_b$; and terms with two such overlap densities or an explicit $S^2$. All are of second order in the overlap. Since $\phi\propto e^{-\alpha r/2}$, the change falls as $e^{-\alpha R}$, up to powers of $R$.

The PBE term falls more slowly, as $e^{-2\alpha R/3}$, and the B88 term more slowly still, as $e^{-\alpha R/2}$, again apart from powers and logarithms. At large distance each GGA interaction is therefore almost entirely error relative to exact exchange. The error is attractive for PBE and repulsive for B88. The PBE attraction is not dispersion: it comes from density overlap and dies exponentially.

## Numbers for a model pair

Let each atom hold two electrons with $\alpha=2$ bohr$^{-1}$. Normalization, $8\pi N/\alpha^3=2$, gives $N=\alpha^3/(4\pi)=0.637$ bohr$^{-3}$. At $R=8$ bohr,

$$m=0.637\,e^{-8}=2.14\times10^{-4}\ \text{bohr}^{-3},\qquad s_0=\frac{2}{K m^{1/3}}=5.41 .$$

The leading formula can be tried on LDA, for which $p=0$, $f=1$ and $q=4/3$:

$$\Delta E_x\simeq-\frac{8\pi}{(4/3)\,4}\,A m^{4/3}\,(2.650)\approx-118\ \mu E_h .$$

The full three-dimensional integral is −131 $\mu E_h$. The same integration with the complete functionals gives, in $\mu E_h$:

| $R$ (bohr) | $s_0$ | PBE | B88 |
|---:|---:|---:|---:|
| 5 | 1.99 | −1954 | −318 |
| 6 | 2.78 | −654 | 412 |
| 8 | 5.41 | −112 | 169 |
| 10 | 10.5 | −15 | 33 |

In this plain sum of densities B88 is attractive at 5 bohr, where $s_0$ is about 2, and repulsive at the tabulated distances from 6 bohr outward. The table leaves out orthogonalization, which is not small at these distances: with it B88 is still attractive at 6 bohr and only about +74 $\mu E_h$ at 8 bohr, so the entries are not yet a comparison with exact exchange. For the orthogonalized pair, exact exchange is −128 $\mu E_h$ at 8 bohr against −203 for PBE, and −0.22 against −1.7 at 12 bohr. PBE lies below exact exchange from 6 bohr outward and slightly above it at 5 bohr, and its interaction becomes mostly error only from about 10 to 12 bohr. The large-$s$ rule does not govern the closest distance.

The cause can be isolated by exchanging the large-$s$ branches. Keep PBE below $s=2$ and continue it with the growth of B88: at 8 bohr the interaction becomes +172 $\mu E_h$. Keep B88 below $s=2$ and continue it with the growth of PBE: it becomes −115 $\mu E_h$. With the cut placed well below $s_0=5.4$, the sign follows the large-$s$ branch; this holds for cuts from $s=1$ to $4$ and fails for a cut at $s=6$, above $s_0$.

## Two hydrogen molecules against exact exchange

An H4 chain made of two collinear H2 molecules, each with a bond of 1.4 bohr, supplies the reference. The Hartree–Fock orbitals of the free molecule in the aug-cc-pVTZ basis are frozen and orthogonalized as above. Correlation, hence dispersion, and orbital relaxation are left out. For the gap between the inner atoms, $\Delta E_x$ in $\mu E_h$ is:

| Gap (bohr) | exact | PBE | B88 |
|---:|---:|---:|---:|
| 5.0 | −676 | −832 | −119 |
| 6.5 | −50 | −113 | 91 |
| 8.0 | −2.3 | −14.6 | 31.4 |

At each gap PBE lies below exact exchange and B88 above it. At 8 bohr the errors relative to exact exchange are −12 and +34 $\mu E_h$, both much larger than the exact change itself.

At 5 bohr B88 exchange is negative, although the simple sum of the two densities gives +369 $\mu E_h$. The difference comes from orthogonalization, which changes the density by

$$\frac{2\left[S^2(\phi_a^2+\phi_b^2)-2S\phi_a\phi_b\right]}{1-S^2},$$

moving charge of order $S^2$ from the overlap region into the molecules. With $S^2=5.94\times10^{-4}$, the shift of −487 $\mu E_h$ is $-0.82\,S^2$ hartree. At 8 bohr the shift is only −1.7 $\mu E_h$, and the frozen-sum picture holds well.

The total interaction, which also contains kinetic and electrostatic terms, shows what "binds" can mean here. At 6.5 bohr it is 64 $\mu E_h$ with exact exchange, 206 with B88 and 0.6 with PBE. The near cancellation with PBE holds only near this gap: at 5.0 and 8.0 bohr the PBE totals are 235 and 9.5 $\mu E_h$, against 390 and 22 with exact exchange. The PBE values 235, 0.6 and 9.5 $\mu E_h$ enclose a local minimum, which lies at about 6.5 bohr. In this basis it stays about 0.6 $\mu E_h$ above the separated molecules, inside a low barrier of about 10 $\mu E_h$ near 8 to 9 bohr, so it is a dip in the curve and not net binding. In contrast, the totals with exact and B88 exchange fall steadily. Whether such a minimum drops below zero depends on the other terms of the system; the large-$s$ growth fixes the sign of the long-range exchange contribution. The numerical check checks the overlap integral, its limits and the ordering at the largest gap.

## Calculated quantities

```
Planar J(p), dimensionless: quadrature, formula
  p=0.00: 2.64996, 2.64996
  p=0.10: 1.45867, 1.45867
  p=0.25: 0.00000, -0.00000
  p=0.40: -1.15886, -1.15886
  p=0.70: -2.85246, -2.85246
  p=1.00: -4.00000, -4.00000
3D integral / planar limit at alpha*R = 20, 800
  p=0.0: 1.0995, 1.0037
  p=0.4: 0.4959, 0.9551
  p=1.0: 0.9097, 0.9941
F(s): PBE, B88, PW86; then planar I(s0): PBE, B88, PW86
  s= 1.0: 1.172, 1.178, 1.205; 1.709, 1.679, 1.442
  s= 2.0: 1.420, 1.467, 1.442; 0.560, 0.274, 0.488
  s= 3.0: 1.571, 1.756, 1.612; 0.157, -0.996, 0.129
  s= 4.0: 1.654, 2.033, 1.750; 0.278, -2.119, -0.083
  s= 6.0: 1.730, 2.555, 1.977; 1.009, -4.073, -0.402
  s=10.0: 1.776, 3.512, 2.338; 2.273, -7.414, -0.968
PBE I at s0=1000: 4.7645; asymptotic law 4.7652
B88 I / leading law at s0=1e3, 1e6: 0.9022, 0.9483
Model pair: alpha=2.0 bohr^-1, prefactor=0.63662 bohr^-3
R (bohr), midpoint one-tail n (bohr^-3), s0; dEx LDA, PBE, B88 (microhartree)
  5.0, 4.290e-03, 1.989; -4505.67, -1953.83, -318.43
  6.0, 1.578e-03, 2.776; -1422.39, -654.06, 412.03
  7.0, 5.805e-04, 3.875; -435.87, -267.95, 321.07
  8.0, 2.136e-04, 5.408; -130.73, -112.15, 169.37
  9.0, 7.857e-05, 7.547; -38.58, -43.14, 77.55
  10.0, 2.890e-05, 10.533; -11.25, -15.09, 33.11
Graft at s=2, R=8 bohr, dEx (microhartree):
  PBE below, B88 growth above: 172.37
  B88 below, PBE growth above: -115.15
H4 chain: H2 bond 1.4 bohr, aug-cc-pvtz; energies in microhartree
  gap 5.0 bohr: one-tail s0=3.705, S^2=5.939e-04, exact dEx/S^2=-1.139 hartree
    determinant dEx exact, PBE, B88: -676.24, -831.61, -118.51
    density-sum dEx PBE, B88: -368.77, 368.80
    total with exact, PBE, B88 exchange: 390.17, 234.79, 947.89
  gap 6.5 bohr: one-tail s0=6.449, S^2=3.451e-05, exact dEx/S^2=-1.447 hartree
    determinant dEx exact, PBE, B88: -49.93, -113.49, 91.42
    density-sum dEx PBE, B88: -79.36, 127.81
    total with exact, PBE, B88 exchange: 64.14, 0.58, 205.50
  gap 8.0 bohr: one-tail s0=10.784, S^2=1.248e-06, exact dEx/S^2=-1.860 hartree
    determinant dEx exact, PBE, B88: -2.32, -14.56, 31.43
    density-sum dEx PBE, B88: -12.99, 33.10
    total with exact, PBE, B88 exchange: 21.77, 9.54, 55.52
```
